\section*{Largest single-subband electron density in a 5 nm (100) silicon film}

\section{Question}

I am working on an exercise about double-gate transistors. A (100) silicon film is 5 nm thick and its conduction band has a flat bottom. At zero temperature, what is the largest electron sheet density for which all electrons are in the lowest subband of the twofold valleys?

I treated the film as a box with hard walls. With masses $m_l=0.916\,m_0$ and $m_t=0.19\,m_0$, the twofold valleys start at 16.42 meV and the fourfold valleys at 79.16 meV. My plan was to fill the lowest subband until the Fermi level reaches the fourfold valleys. Is that the right stopping point? I am also unsure which spin and valley factors belong in the density of states. Finally, the electrons come from charge on the gates, so can the bottom really stay flat?

\section{Answer}

Your two levels are right, but the stopping point is too high. The twofold valleys have a second subband, and in this model it lies below the first fourfold one.

\subsection{Which level comes next}

Let $z$ run across the film from $0$ to $t$. Silicon has six conduction-band valleys, two on each cube axis. I take their minima to be equal in energy, which excludes strain, and each valley to be parabolic. For a (100) film, two valleys have their long axis along $z$. Their mass across the film is $m_l$, and their mass in the plane is $m_t$ in both directions. The other four have mass $m_t$ across the film, and $m_t$ and $m_l$ in the plane.

With mass $m_z$ across the film and hard walls, the wavefunction must vanish at $z=0$ and $z=t$:
\begin{equation}
\psi_n=\sqrt{\frac{2}{t}}\,\sin\frac{n\pi z}{t},\qquad
E_n=\frac{\hbar^2\pi^2n^2}{2m_zt^2}.
\end{equation}
Write $E_1$ and $E_2$ for the twofold levels, where $m_z=m_l$, and $E_1'$ for the lowest fourfold level, where $m_z=m_t$. Then
\begin{equation}
E_2=4E_1,\qquad E_1'=\frac{m_l}{m_t}\,E_1=4.82\,E_1 .
\end{equation}
The second twofold subband is therefore the next one. With hard walls and a flat bottom, this order does not depend on thickness; it requires $m_l/m_t>4$.

With $\hbar^2/m_0=76.2$ meV nm$^2$,
\begin{equation}
E_1=\frac{76.2\,\pi^2}{2(0.916)(5.0)^2}\ \text{meV}=16.42\ \text{meV},
\end{equation}
so $E_2=65.68$ meV. The gap that can be filled is $E_2-E_1=3E_1=49.26$ meV, not the 62.74 meV between $E_1$ and $E_1'$.

\subsection{Counting the electrons}

Take a square of side $L$ with periodic boundary conditions. Each allowed wavevector occupies an area $(2\pi/L)^2$. For one spin and one valley, the number of states per unit area inside a circle of radius $k$ is
\begin{equation}
\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{4\pi}=\frac{m_t\,\varepsilon}{2\pi\hbar^2},
\end{equation}
where $\varepsilon=\hbar^2k^2/2m_t$ is the energy above the subband edge. There are two spins and two valleys, so this is multiplied by four. The density of states is constant:
\begin{equation}
D=4\,\frac{m_t}{2\pi\hbar^2}=\frac{2m_t}{\pi\hbar^2}
=\frac{2(0.19)}{\pi(76.2)}\ \text{meV}^{-1}\,\text{nm}^{-2}.
\end{equation}
Since $1\ \text{nm}^{-2}=10^{14}\ \text{cm}^{-2}$, this is $0.1587\times10^{12}$ cm$^{-2}$ per meV.

At zero temperature the states fill in order of energy. The limit is reached when the Fermi level touches $E_2$; the second subband is then still empty. Hence
\begin{equation}
N_{\max}=D\,(3E_1)
=\frac{2m_t}{\pi\hbar^2}\,\frac{3\hbar^2\pi^2}{2m_lt^2}
=\frac{3\pi}{t^2}\,\frac{m_t}{m_l}.
\label{eq:result}
\end{equation}
For your film,
\begin{equation}
N_{\max}=0.1587\times49.26\times10^{12}\ \text{cm}^{-2}
=7.82\times10^{12}\ \text{cm}^{-2},
\end{equation}
or $7.82\times10^{16}$ m$^{-2}$. This is the answer to the exercise as posed.

Planck's constant has cancelled: a lighter electron has wider level spacings but, in the same proportion, fewer states per unit energy. Only the mass ratio and the thickness remain.

If $m_l/m_t$ were between 1 and 4, your stopping point would be the correct one. The gap would be $E_1(m_l/m_t-1)$, and the same multiplication gives
\begin{equation}
D\,E_1\left(\frac{m_l}{m_t}-1\right)
=\frac{\pi}{t^2}\frac{m_t}{m_l}\left(\frac{m_l}{m_t}-1\right)
=\frac{\pi}{t^2}\left(1-\frac{m_t}{m_l}\right).
\end{equation}
For hard walls, a flat bottom and any mass ratio above 1, the limit is the smaller of this expression and \eqref{eq:result}.

\subsection{Can the bottom stay flat?}

Not at this density, if the electrons are balanced by charge on gates. Consider an undoped film between two equal gates, with permittivity $\epsilon$ throughout the film. The electron potential energy $U$ obeys Poisson's equation in the form
\begin{equation}
U''=-\frac{e^2N}{\epsilon}\,|\psi_1|^2,\qquad
|\psi_1|^2=\frac1t\left(1-\cos\frac{2\pi z}{t}\right),
\label{eq:poisson}
\end{equation}
where the flat-film wavefunction is used as a first estimate. Integrating $U''$ across the film gives $U'(t)-U'(0)=-e^2N/\epsilon$. Symmetry requires $U'(t)=-U'(0)$, so $U'(0)=A$ with $A=e^2N/2\epsilon$. Integrating once, and then again with $U(0)=0$,
\begin{align}
U'&=A\left[1-\frac{2z}{t}+\frac1\pi\sin\frac{2\pi z}{t}\right],\\
U&=A\left[z-\frac{z^2}{t}+\frac{t}{2\pi^2}\left(1-\cos\frac{2\pi z}{t}\right)\right].
\end{align}
The band is highest at the midplane, where
\begin{equation}
U(t/2)=\frac{e^2Nt}{2\epsilon}\left(\frac14+\frac1{\pi^2}\right).
\end{equation}
With relative permittivity 11.7 and $N=N_{\max}$ this is 106 meV, more than twice the gap we have just filled.

The effect on the gap is smaller than the bump, because both levels rise. To first order, the change of $E_2-E_1$ is
\begin{equation}
\delta=\int_0^t U\left(|\psi_2|^2-|\psi_1|^2\right)dz
=\frac1t\int_0^tU\left(\cos\frac{2\pi z}{t}-\cos\frac{4\pi z}{t}\right)dz .
\end{equation}
Two integrations by parts give, for a positive integer $m$,
\begin{equation}
\frac1t\int_0^t\left(z-\frac{z^2}{t}\right)\cos\frac{2\pi mz}{t}\,dz
=-\frac{t}{2\pi^2m^2}.
\end{equation}
The parabolic part of $U/A$ thus contributes $-(t/2\pi^2)(1-\tfrac14)=-3t/8\pi^2$. The constant part contributes nothing. In the cosine part only the average of $\cos^2(2\pi z/t)$, which is $\tfrac12$, survives; it contributes $-(t/2\pi^2)\tfrac12=-2t/8\pi^2$. Together,
\begin{equation}
\delta=-\frac{5t}{8\pi^2}A=-\beta N,\qquad
\beta=\frac{5e^2t}{16\pi^2\epsilon}.
\end{equation}
At $N_{\max}$ the loss is 19.1 meV. The gap now depends on the density that fills it, so the limit follows from
\begin{equation}
\frac ND=3E_1-\beta N
\quad\Longrightarrow\quad
N=\frac{3E_1}{1/D+\beta}=\frac{N_{\max}}{1+\beta D}.
\end{equation}
Here $\beta D=\beta N_{\max}/3E_1=19.1/49.26=0.388$, which gives $N=7.82/1.388=5.63$ in units of $10^{12}$ cm$^{-2}$. Because $\beta D$ is proportional to $t$, this relative correction shrinks in thinner films.

A bump of 106 meV is large for first-order theory. I therefore also solved the Schr\"odinger equation with $U$ included, together with \eqref{eq:poisson}, on a finite-difference grid, iterating until $\psi_1$ and $U$ agreed. This is a mean-field (Hartree) calculation with hard walls. The density was then adjusted until $N/D$ equalled the smaller gap:

\begin{center}
\begin{tabular}{lccc}
 & Limit & $E_2-E_1$ & $E_1'-E_1$\\
 & ($10^{12}$ cm$^{-2}$) & (meV) & (meV)\\
Flat film & 7.82 & 49.3 & 62.7\\
Two equal gates & 5.85 & 36.8 & 63.9\\
One gate & 8.89 & 56.0 & 77.5
\end{tabular}
\end{center}

Each row is evaluated at its own limiting density. Two equal gates lower the limit by 25\% relative to the flat film, and one gate raises it by 14\%. In all three rows the second twofold subband sets the limit.

With one gate, all the field enters at one face: $U'(0)=2A$ and $U'(t)=0$. For the same charge profile, this adds a tilt $Az$ to the symmetric potential. Every $|\psi_n|^2$ is symmetric about the midplane, so the tilt shifts all levels equally to first order and leaves $\delta$ unchanged. Beyond first order, the tilt couples $\psi_1$ to $\psi_2$, and that coupling pushes the two levels apart. This has the right sign, but it is not a small correction. At the one-gate limit the matrix element, of size $16At/9\pi^2$, is 62 meV, more than twice the first-order gap of 27.5 meV. If the charge kept its flat-film profile, the tilt would open the gap to 125 meV. The electrons instead move toward the gate and screen much of the tilt, which leaves the self-consistent gap of 56.0 meV.

\subsection{Can the walls be treated as hard?}

The order of the levels is less secure than the ratio 4.82 suggests. Replace the walls by an oxide barrier of height $V=3.1$ eV and mass $m_{\rm ox}=0.5\,m_0$, both rough values, and keep the bottom flat. In the oxide the wavefunction decays as $e^{-\kappa|z|}$ away from the interface, with $\kappa=\sqrt{2m_{\rm ox}(V-E)}/\hbar$. Continuity of $\psi$ and of $\psi'/m$ gives, for the first (even) and second (odd) levels,
\begin{equation}
\frac{k}{m_z}\tan\frac{kt}{2}=\frac{\kappa}{m_{\rm ox}},\qquad
-\frac{k}{m_z}\cot\frac{kt}{2}=\frac{\kappa}{m_{\rm ox}},
\end{equation}
where $E=\hbar^2k^2/2m_z$. When $m_{\rm ox}k\ll m_z\kappa$, both conditions reduce to
\begin{equation}
k\,(t+2d)\approx n\pi,\qquad d=\frac{m_{\rm ox}}{m_z\kappa}.
\end{equation}
The film acts as if it were wider by $d$ on each side, and $d$ is larger for the light mass $m_t$. Leakage therefore lowers the fourfold level most.

Solving the full conditions numerically gives $E_1=15.35$, $E_2=61.38$ and $E_1'=58.44$ meV. The order has reversed, and your fourfold valleys now set the limit:
\begin{equation}
N=0.1587\,(58.44-15.35)\times10^{12}\ \text{cm}^{-2}
=6.84\times10^{12}\ \text{cm}^{-2}.
\end{equation}
The two candidates are only 3 meV apart. At $V=3.1$ eV the hard-wall order returns if $m_{\rm ox}$ is below about $0.30\,m_0$. With the values above it also returns in thicker films, the change falling between 6 and 7 nm. With leakage and band bending together, and relative permittivity 3.9 in the oxide, two equal gates give a limit of $5.42\times10^{12}$ cm$^{-2}$, set by the second twofold subband (gaps 34.1 and 41.5 meV). One gate gives $8.2\times10^{12}$ cm$^{-2}$, with the fourfold level lower than the second twofold one by less than 1 meV.

\subsection{Compared with a real transistor}

The masses and permittivity are rough typical values for silicon, and 5 nm is a realistic thickness for a thin-body device. A fin needs (100) sidewalls for this valley assignment to apply. With silicon dioxide of relative permittivity 3.9, the oxide field at $N_{\max}$ is $eN/2\epsilon_{\rm ox}=1.8$ MV/cm for two gates and 3.6 MV/cm for one, below a rough breakdown field of 10 MV/cm. The assumption of zero temperature, however, fails at room temperature. At 300 K the thermal energy is 25.9 meV, about half the gap. In thermal equilibrium a subband with edge $E_i$ and density of states $D_i$ holds
\begin{equation}
N_i=\int_{E_i}^{\infty}\frac{D_i\,dE}{1+e^{(E-\mu)/k_BT}}
=D_ik_BT\ln\left[1+e^{(\mu-E_i)/k_BT}\right].
\end{equation}
For the fourfold valleys, $D_i=4\sqrt{m_tm_l}/\pi\hbar^2$. Keeping the flat-film levels and choosing $\mu$ so that the total is $N_{\max}$, the lowest subband holds 99.6\% of the electrons at 4.2 K but only 54\% at 300 K.

Thickness matters too: one extra atomic layer, 0.136 nm, lowers the flat-film limit to $7.41\times10^{12}$ cm$^{-2}$. Valley splitting, image charges and wall roughness are left out here.

Exchange between electrons is also missing, and it is not small. For an ideally thin sheet without screening, an electron at the Fermi edge, with wavevector $\mathbf p$ and $|\mathbf p|=k_F$, is lowered by
\begin{equation}
\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{e^2}{2\epsilon|\mathbf k-\mathbf p|}
=\frac{e^2}{8\pi^2\epsilon}\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta
=\frac{e^2k_F}{2\pi^2\epsilon}.
\end{equation}
The middle step uses polar coordinates centred on $\mathbf p$. Four times $k_F^2/4\pi$ equals $N$, so $k_F=\sqrt{\pi N}=0.496$ nm$^{-1}$ at $N_{\max}$, and the shift is 39 meV. That is a scale, not a correction to the gap: finite thickness and screening change it, and the empty subband shifts as well. It does show that the Hartree limits should not be read as predictions to three digits.
